# Langevin Sampling of Phonon Fields with a One-Vector Fermion Force

## What dimensions and symmetry allow

Let a phonon field $x=(x_1,\dots,x_N)$ have the probability weight $e^{-S(x)}$. The simplest Langevin update is

$$x'_a=x_a-\epsilon\,\partial_aS+\sqrt{2\epsilon}\,\eta_a ,$$

with independent standard normal $\eta_a$. Since $S$ is dimensionless, $\epsilon$ has the dimension of $x^2$. The distribution of $\eta$ is unchanged by $\eta\to-\eta$, so replacing $\sqrt\epsilon$ by $-\sqrt\epsilon$ changes no average, and the step-size error is an expansion in integer powers of $\epsilon$.

Suppose that the first-order error can be written as a local change of the action. The change must have dimension $x^{-2}$ before it is multiplied by $\epsilon$, be invariant under translations and rotations of $x$, and ignore a constant added to $S$. With polynomial dependence on derivatives of $S$ this leaves

$$S_{\rm eff}=S+\epsilon\left(\alpha\nabla^2S+\beta|\nabla S|^2\right).$$

One Gaussian mode, $S=kx^2/2$, fixes $\beta$. Its stationary variance $v$ obeys $v=(1-\epsilon k)^2v+2\epsilon$, hence $v^{-1}=k-\epsilon k^2/2$. The ansatz gives $v^{-1}=k+2\epsilon\beta k^2$, so $\beta=-1/4$. The other coefficient needs an anharmonic action and is found below.

A random force brings in a second object, its covariance $C_{ab}$, also of dimension $x^{-2}$. It adds $\epsilon^2C_{ab}$ to a step covariance that is $2\epsilon\delta_{ab}$. The relative change is of order $\epsilon$, the same order as the discretization error. An unbiased force therefore does not give an unbiased sampler, and a better integrator alone need not cure this.

## The phonon action and its force

The model is the half-filled Holstein model, with hopping, $\hbar$ and phonon mass set to one:

$$H=-\sum_{\langle ij\rangle s}(c^\dagger_{is}c_{js}+{\rm h.c.})+\sum_i\left[\frac{p_i^2+\omega^2x_i^2}{2}+\lambda x_i(n_i-1)\right].$$

Divide imaginary time into $L$ slices of width $\Delta\tau$, and set $\kappa=\lambda\Delta\tau$. The index $a$ now denotes a site and a slice. The phonon part is

$$\frac12x\!\cdot\!Kx=\sum_{l,i}\left[\frac{\Delta\tau\,\omega^2x_{l,i}^2}{2}+\frac{(x_{l+1,i}-x_{l,i})^2}{2\Delta\tau}\right],$$

periodic in $l$. With $T$ the one-particle hopping matrix, each spin evolves through a slice by $B_l=e^{-\Delta\tau T}\,{\rm diag}(e^{-\kappa x_{l,i}})$. Its fermion trace is $\det(1+B_L\cdots B_1)$: an eigenvalue $b$ of the product contributes $1$ when empty and $b$ when occupied.

The same determinant belongs to a sparse matrix $M$ with unit diagonal blocks, blocks $-B_l$ from slice $l$ to $l+1$, and $+B_L$ from the last slice to the first. Adding $B_1$ times the first block row to the second, then $B_2$ times the new second row to the third, and so on, makes $M$ block triangular. The last diagonal block is $1+B_{L-1}\cdots B_1B_L$, whose determinant is unchanged by cycling the factors. Two equal spin factors and the term $-\lambda x_i$ in $H$ give

$$S=\frac12x\!\cdot\!Kx-\kappa\sum_ax_a-2\ln\det M .$$

For a dimer every $B_l$ has positive entries and positive determinant. Their product $P$ has both properties too, so $\det M=1+{\rm Tr}P+\det P>1$ and $S$ is smooth.

Column $a$ of $M-1$ is proportional to $e^{-\kappa x_a}$. With $e_a$ the unit vector and $G=M^{-1}$,

$$\partial_aM=-\kappa(M-1)e_ae_a^T,\qquad {\rm Tr}(G\,\partial_aM)=-\kappa(1-G_{aa}).$$

Thus

$$\partial_aS=(Kx)_a-\kappa+2\kappa(1-G_{aa})=(Kx)_a+\kappa(1-2G_{aa}).$$

Here $2(1-G_{aa})$ is the electron number at $a$ in the given field, so the electronic part of the gradient is $\kappa$ times the departure from half filling. Below, "force" means this gradient of $S$; the physical force has the opposite sign. The curvature follows from $\partial_bG=-G(\partial_bM)G=\kappa(1-G)e_be_b^TG$:

$$S_{ab}\equiv\partial_a\partial_bS=K_{ab}-2\kappa^2(\delta_{ab}-G_{ab})G_{ba}.$$

## One solve, and the noise it introduces

The exact force needs the whole diagonal of $G$. To avoid this, draw a standard normal vector $g$, solve $Mu=g$, and use

$$F_a(x,g)=(Kx)_a+\kappa(1-2g_au_a).$$

Since $u_a=\sum_cG_{ac}g_c$, the average of $g_au_a$ is $G_{aa}$. One solve therefore supplies an unbiased estimate of all $N$ components. Pairing the four Gaussian factors gives

$$E[g_au_ag_bu_b]=G_{aa}G_{bb}+\delta_{ab}(GG^T)_{ab}+G_{ab}G_{ba}.$$

The first term is the product of the means. Multiplying the rest by $(-2\kappa)^2$ gives the force covariance

$$C_{ab}=4\kappa^2\left[\delta_{ab}(GG^T)_{aa}+G_{ab}G_{ba}\right].$$

The components share one vector and are correlated. Averaging $m$ independent vectors replaces $C$ by $C/m$ at the price of $m$ solves.

## What the Euler step samples

From here on, subscripts on $S$, $\phi$ and $\psi$ denote derivatives, and repeated indices are summed. Let $\Delta=x'-x=-\epsilon F+\sqrt{2\epsilon}\,\eta$, with fresh $g$ and $\eta$ in each step. Through order $\epsilon^2$,

$$\begin{aligned}
E[\Delta_a]&=-\epsilon S_a,\\
E[\Delta_a\Delta_b]&=2\epsilon\delta_{ab}+\epsilon^2(S_aS_b+C_{ab}),\\
E[\Delta_a\Delta_b\Delta_c]&=-2\epsilon^2(S_a\delta_{bc}+S_b\delta_{ac}+S_c\delta_{ab}),\\
E[\Delta_a\Delta_b\Delta_c\Delta_d]&=4\epsilon^2(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).
\end{aligned}$$

Insert these in the Taylor series of a smooth function $\phi(x+\Delta)$, with its factors $1,\frac12,\frac16,\frac1{24}$:

$$E[\phi(x')]=\phi+\epsilon\mathcal L\phi+\epsilon^2\mathcal L_2\phi+O(\epsilon^3),\qquad \mathcal L\phi=\phi_{aa}-S_a\phi_a,$$

$$\mathcal L_2\phi=\frac12(S_aS_b+C_{ab})\phi_{ab}-S_a\phi_{abb}+\frac12\phi_{aabb}.$$

Continuous Langevin motion would have $\frac12\mathcal L^2$ in place of $\mathcal L_2$. Applying $\mathcal L$ twice gives

$$\frac12\mathcal L^2\phi=\frac12\phi_{aabb}-S_a\phi_{abb}+\left(\frac12S_aS_b-S_{ab}\right)\phi_{ab}+\frac12(S_bS_{ab}-S_{abb})\phi_a .$$

The difference is

$$\mathcal L_2\phi-\frac12\mathcal L^2\phi=\left(S_{ab}+\frac12C_{ab}\right)\phi_{ab}-\frac12(S_bS_{ab}-S_{abb})\phi_a .$$

Let $\langle\cdot\rangle$ be the average with the correct weight $e^{-S}$. If boundary terms vanish, $\langle\partial_bf-S_bf\rangle=0$. With $f=\phi_b$ this gives $\langle\mathcal L\phi\rangle=0$ for any $\phi$, hence also $\langle\mathcal L^2\phi\rangle=0$. With $f=S_{ab}\phi_a$ it gives

$$\langle S_{ab}\phi_{ab}\rangle=\langle(S_bS_{ab}-S_{abb})\phi_a\rangle .$$

Half of the curvature term therefore cancels:

$$\langle\mathcal L_2\phi\rangle=\frac12\langle(S_{ab}+C_{ab})\phi_{ab}\rangle .$$

To turn this into the bias of an observable $O$, define $\psi$ by $-\mathcal L\psi=O-\langle O\rangle$. In the stationary state of the algorithm, with average $\langle\cdot\rangle_\epsilon$, one step cannot change the mean of $\psi$. Thus $\langle\mathcal L\psi+\epsilon\mathcal L_2\psi\rangle_\epsilon=O(\epsilon^2)$. Replacing the average of $\mathcal L_2\psi$ by its unbiased value costs only another order, so

$$\boxed{\langle O\rangle_\epsilon-\langle O\rangle=\frac{\epsilon}{2}\left\langle(S_{ab}+C_{ab})\psi_{ab}\right\rangle+O(\epsilon^2)}$$

This assumes an ergodic chain with a stationary state, finite moments, and a smooth $\psi$ of moderate growth.

For $C=0$ the local action can now be completed. Integrating by parts as above,

$$\frac12\langle S_{ab}\psi_{ab}\rangle=-\left\langle\psi_a\partial_a\left(\frac12S_{bb}-\frac14S_bS_b\right)\right\rangle .$$

A perturbation $\epsilon S_1$ changes $\langle O\rangle$ by $-\epsilon\langle(O-\langle O\rangle)S_1\rangle=\epsilon\langle(\mathcal L\psi)S_1\rangle=-\epsilon\langle\psi_a\partial_aS_1\rangle$. Hence $S_1=\frac12\nabla^2S-\frac14|\nabla S|^2$, so $\alpha=1/2$, and $\beta$ agrees with the Gaussian mode. The noise part has such a local form if $\partial_bC_{ab}-S_bC_{ab}$ is a gradient; the boxed formula does not require that.

## Runge-Kutta repairs the drift

The Euler step uses the force at its starting point throughout. The second-order Runge-Kutta step averages it with the force at a predicted end point:

$$\tilde x=x-\epsilon F(x,g)+\sqrt{2\epsilon}\,\eta,$$

$$x'=x-\frac\epsilon2\left[F(x,g)+F(\tilde x,g')\right]+\sqrt{2\epsilon}\,\eta .$$

The thermal vector $\eta$ is the same in both lines, while $g$ and $g'$ are independent. Expand the second force about $x$ and average over $g'$ first. Its derivatives then become those of the exact force. The displacement $\tilde x-x$ has mean $-\epsilon S_b$ and leading covariance $2\epsilon\delta_{bc}$, so

$$E[\Delta_a]=-\epsilon S_a+\frac{\epsilon^2}{2}(S_bS_{ab}-S_{abb}).$$

In the second moment, the part of the end-point force linear in $\eta$ correlates with the thermal kick. Each ordering of $a$ and $b$ contributes $-\frac\epsilon2(2\epsilon)S_{ab}$, together $-2\epsilon^2S_{ab}$. The mean of two independent force errors has covariance $C/2$. Therefore

$$E[\Delta_a\Delta_b]=2\epsilon\delta_{ab}+\epsilon^2\left(S_aS_b-2S_{ab}+\frac12C_{ab}\right).$$

The third and fourth moments are those of Euler at this order. The Taylor series now gives

$$\mathcal L_2^{\rm RK}=\frac12\mathcal L^2+\frac14C_{ab}\partial_a\partial_b .$$

The first term has zero mean, and what remains is

$$\boxed{\langle O\rangle_\epsilon-\langle O\rangle=\frac\epsilon4\langle C_{ab}\psi_{ab}\rangle+O(\epsilon^2)}$$

The bias is of second order if the force is exact. With one noise vector per force evaluation, the curvature part of the first-order bias is gone but half of the noise part survives. If $g$ were reused in the second stage, the errors would not average down at leading order, and $E[(\partial_bF_a)F_b]$ would no longer factor into $S_{ab}S_b$, which adds a spurious drift.

## Removing the remaining noise

The surplus step covariance is $\epsilon^2C/2$, so the thermal noise should be reduced by that amount. A third independent vector $g''$, used at the same $x$, gives

$$d=F(x,g)-F(x,g''),\qquad E[d_ad_b]=2C_{ab}.$$

In the corrector, but not in the predictor, replace

$$\eta_a\to\eta_a-\frac{\epsilon}{16}d_a(d\cdot\eta).$$

To the required order the thermal covariance becomes

$$2\epsilon\left(\delta_{ab}-\frac{\epsilon}{8}E[d_ad_b]\right)=2\epsilon\delta_{ab}-\frac{\epsilon^2}{2}C_{ab},$$

which cancels the surplus. The new term has zero mean because $d$ is independent of $\eta$. Its product with the force error at $x$ is odd in $\eta$ and averages to zero, and its product with the $\eta$-dependent end-point force is of order $\epsilon^3$. Taking the difference with $F(\tilde x,g')$ instead would save a solve, but $d$ would then depend on $\eta$, and a mean displacement of order $\epsilon^2$ could appear.

## A dimer with one time slice

Take $\omega=1$, $\lambda=0.8$ and $\Delta\tau=1$, so that $\kappa=0.8$. The field has two components. Its stationary averages can be found without random sampling, by representing the update operator on a polynomial basis. The observable is $O=(x_1^2+x_2^2)/2$, with unbiased value $1.373$.

Static integrals and a separate solution for $\psi$ give a curvature part $0.474$ and a noise part $1.079$ of the Euler bias per unit $\epsilon$. Their sum is $1.553$, so the estimator causes about 69% of the first-order bias here. The updates themselves give:

| Update | Bias at $\epsilon=0.06$ | Limiting bias$/\epsilon$ | Formula |
|---|---:|---:|---:|
| Euler, exact force | 0.0291 | 0.474 | 0.474 |
| Euler, one vector | 0.0950 | 1.552 | 1.553 |
| RK, exact force | −0.0007 | 0.000 | 0 |
| RK, one vector per stage | 0.0315 | 0.540 | 0.539 |
| RK, compensated | 0.0015 | −0.001 | 0 |

The third column combines two step sizes so that the quadratic bias cancels. For one-vector Euler, $(4\times0.04704-0.09503)/0.06=1.552$. The tests require all five limits to match the formulas within 3% of the full Euler coefficient.

At $\epsilon=0.06$ the one-vector Euler bias is 6.9% of the unbiased mean-square displacement, and the uncompensated Runge-Kutta bias is 2.3%. Halving $\epsilon$ roughly halves both. With the exact force, Runge-Kutta goes from $-0.000715$ to $-0.000177$, a factor of about four, as a quadratic error should. The compensated bias falls by a similar factor. Its size depends on the eighth moments of $g$, which enter the quadratic coefficient. The four-point Gaussian rule used for $g$ in the other noisy rows misses them and gives only $0.0007$ at $\epsilon=0.06$. A five-point rule reproduces them and gives the tabulated $0.0015$, which finer rules leave unchanged at these digits. The first-order cancellation does not depend on the eighth moments.

Cost changes the comparison. Runge-Kutta needs two solves per step, so at equal solves per unit of Langevin time its step is twice the Euler step $\epsilon_E$. Its first-order bias is then $2\epsilon_E\times0.539=1.08\,\epsilon_E$, against $1.55\,\epsilon_E$ for Euler. The whole gain is the curvature part; the noise part is the same. Compensation uses three solves. Its step of $0.06$ costs as much as Euler steps of $0.02$, whose first-order bias is $0.02\times1.553=0.031$, far above the compensated $0.0015$ found with the five-point rule.

## A path with four slices

Now let $\Delta\tau=0.5$ and $L=4$, so $\kappa=0.4$ and $N=8$. The choice $\psi=|x|^2/2$ gives a diagnostic that needs no equation to be solved. Since $-\mathcal L\psi=x\cdot\nabla S-N$ and $\psi_{ab}=\delta_{ab}$, Euler has

$$\frac{\langle x\cdot\nabla S\rangle_\epsilon}{N}=1+\frac{\epsilon}{2N}\langle\nabla^2S+{\rm Tr}\,C\rangle+O(\epsilon^2).$$

The noisy force may replace $\nabla S$ in this measurement, because its vector is independent of the current $x$.

In Langevin runs at $\epsilon=0.04$, the mean curvature per field is $4.43$ and the mean force variance is $0.72$. The predicted Euler excess is $0.02\times(4.43+0.72)=0.103$; the measured one is $0.117\pm0.004$. The stiff links between slices now outweigh the estimator noise.

Free phonons indicate the size of the next order. For one mode with $q=\epsilon k$, Euler gives the ratio $1/(1-q/2)=1+q/2+q^2/4+\cdots$. The eigenvalues of $K$ are $0.5,4.5,4.5,8.5$ for each site, with mean square $28.25$, so the quadratic term adds about $0.04^2\times28.25/4=0.011$. This accounts for most of the difference.

For exact-force Runge-Kutta the same mode obeys $x'=(1-q+q^2/2)x+\sqrt{2\epsilon}(1-q/2)\eta$. Its stationary variance times $k$ is

$$\frac{2q(1-q/2)^2}{1-(1-q+q^2/2)^2}=\frac{1-q/2}{1-q/2+q^2/4}=1-\frac{q^2}{4}+O(q^3).$$

The expected shift is thus about $-0.011$ from the stiff modes and $0.01\times0.72=+0.007$ from the force noise. The measured ratio is $0.993\pm0.004$. Its closeness to one is partly a cancellation between errors of opposite sign, and the virial ratio should not be the sole test of a step size.

## Where the scheme stops working

Both integrators are stable for a harmonic mode only if $0<\epsilon k<2$, so the largest eigenvalue of $K$, which grows as $1/\Delta\tau$, limits the step. When $\kappa\to0$ at fixed $K$, the force covariance $C$ vanishes as $\kappa^2$ and the ordinary Runge-Kutta step approaches second-order behaviour.

A more serious limit is a zero of $\det M$, which the dimer excludes but a general lattice may not. At distance $s$ from a simple zero, $G$ and the drift grow as $1/s$, while the weight vanishes as $s^2$. The fourth moment of the force then contains $\int ds\,s^2s^{-4}$, which diverges. The smoothness and finite moments behind the expansion are lost, and neither boxed formula may be relied on there.

Finally, $\epsilon\to0$ yields the distribution of the action with the chosen $\Delta\tau$. The one-slice and four-slice results retain their own time-discretization error relative to the continuous-time Holstein model, and no refinement of the Langevin step removes it. The numerical output gives the tabulated biases with further digits, except for the compensated update, where it lists the smaller four-point values.

## Calculated quantities

```
Units: hopping = hbar = phonon mass = 1
hopping 1.0, phonon frequency 1.0, coupling 0.8
four slices: dtau = 0.50, kappa = 0.40, fields = 8
det M, block matrix / slice product: 8.76923027 / 8.76923027
largest force error, finite difference: 1.6e-11
largest Hessian error, finite difference: 1.4e-11
largest estimator mean error: 3.2e-14
largest estimator covariance error: 1.7e-14
one slice: dtau = 1.00, kappa = 0.80, fields = 2
unbiased mean-square displacement per site: 1.373022
Hessian part of Euler bias / eps: 0.47400
same part from effective action: 0.47400
force-noise part of Euler bias / eps: 1.07864
mean-square displacement bias at eps = 0.06 and 0.03:
  Euler, exact force: +0.029091, +0.014381
    limiting bias/eps +0.47386, predicted +0.47400
  Euler, one vector: +0.095029, +0.047043
    limiting bias/eps +1.55237, predicted +1.55264
  RK2, exact force: -0.000715, -0.000177
    limiting bias/eps +0.00014, predicted +0.00000
  RK2, independent vectors: +0.031454, +0.015957
    limiting bias/eps +0.53959, predicted +0.53932
  RK2, compensated: +0.000737, +0.000175
    limiting bias/eps -0.00061, predicted +0.00000
Langevin runs: eps = 0.04, walkers = 800
discarded / measured steps: 200 / 400
virial ratio, Euler: 1.1166 +/- 0.0040 (unbiased value 1)
virial ratio, RK2: 0.9934 +/- 0.0040
mean Hessian trace per field: 4.4331
mean force-noise variance per field: 0.7178
first-order virial bias, Euler prediction: 0.1030
first-order virial bias, RK2 noise term: 0.0072
```
